**Logarithmic threshold drift from a flat density of capture barriers**

Independent defects with barriers E spread evenly over a width W, and capture times τ = τ0 exp(E/kT), give a threshold shift U = U_max (kT/W)[ln(t/τ_min) + γ] for τ_min ≪ t ≪ τ_max. Here U_max is the shift with all defects charged, τ_min and τ_max are the smallest and largest capture times, and γ is Euler's constant. The program asserts the electrostatic shift against a discretized Poisson equation and the occupancy law against numerical integration of the rate equation. It also asserts the closed form, the error bounds and the slope against quadrature over barriers. Further assertions cover the filling front, a rising density, the temperature dependence and a common emission rate. In the example the slope is 0.0092 eV per decade at 400 K, and it stays within one per cent of its plateau value for 7.42 of the 10.08 decades between the capture times. The output also shows the line failing below τ_min and above τ_max.

## Numerical check

```python
"""
Result under test: independent defects with a flat density of capture barriers
E in [E_MIN, E_MAX] and capture time tau = TAU0*exp(E/kT) give a threshold shift
  U(t) = U_max*(kT/W)*[Ein(t/tau_min) - Ein(t/tau_max)],  W = E_MAX - E_MIN,
which is U_max*(kT/W)*[ln(t/tau_min) + gamma] for tau_min << t << tau_max.
U = e*|threshold voltage shift| (eV), U_max = its value with all defects charged,
Ein(x) = integral from 0 to x of (1-exp(-u))/u, gamma = Euler's constant.
Energies in eV, lengths in angstrom, times in s, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import exp1

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
K_B = const.k / const.e
GAMMA = np.euler_gamma

# Model parameters
N_TRAP = 1e-4        # defects per square angstrom
D_OX = 20.0          # oxide thickness
EPS_R = 3.9          # relative permittivity of the oxide
E_MIN, E_MAX = 0.6, 1.4
TAU0 = 1e-13
TEMP, TEMP_COLD = 400.0, 300.0
TAU_EMIT = 100.0     # common emission time used in the contrast case

W = E_MAX - E_MIN
KT = K_B * TEMP
TAU_MIN = TAU0 * np.exp(E_MIN / KT)
TAU_MAX = TAU0 * np.exp(E_MAX / KT)
U_MAX = 4 * np.pi * (N_TRAP * BOHR**2) * (D_OX / BOHR) / EPS_R * HARTREE

nodes, weights = np.polynomial.legendre.leggauss(600)
BARRIERS = E_MIN + 0.5 * W * (nodes + 1)
BARRIER_WEIGHTS = 0.5 * W * weights


def occupancy(t, capture, emission):
    total = capture + emission
    return capture / total * -np.expm1(-total * t)


def flat(energy):
    return np.ones_like(energy) / W


def rising(energy):
    return 2 * (energy - E_MIN) / W**2


def charged_fraction(t, temp=TEMP, density=flat, emission=0.0):
    """Average occupancy by direct quadrature over the barriers."""
    capture = np.exp(-BARRIERS / (K_B * temp)) / TAU0
    return np.sum(BARRIER_WEIGHTS * density(BARRIERS)
                  * occupancy(t, capture, emission))


def log_slope(t, **options):
    """Numerical derivative of the charged fraction with respect to ln t."""
    h = 1e-3
    return (charged_fraction(t * np.exp(h), **options)
            - charged_fraction(t * np.exp(-h), **options)) / (2 * h)


def ein(x):
    return exp1(x) + np.log(x) + GAMMA


def line(t):
    return KT / W * (np.log(t / TAU_MIN) + GAMMA)


# Electrostatics: discretized Poisson equation in SI units, with the potential
# and the displacement at the silicon surface held fixed.
def gate_potential(sheet_node, sheet_charge, cells=40):
    step = D_OX * 1e-10 / cells
    cap = EPS_R * const.epsilon_0 / step
    matrix = np.zeros((cells + 1, cells + 1))
    rhs = np.zeros(cells + 1)
    for i in range(1, cells):
        matrix[i - 1, i - 1:i + 2] = [-1, 2, -1]
        rhs[i - 1] = sheet_charge / cap if i == sheet_node else 0.0
    matrix[cells - 1, cells - 1:] = [1, -1]
    surface_displacement = -0.01
    at_surface = sheet_charge if sheet_node == cells else 0.0
    rhs[cells - 1] = (surface_displacement - at_surface) / cap
    matrix[cells, cells] = 1
    rhs[cells] = -0.8
    return np.linalg.solve(matrix, rhs)[0]


sheet = const.e * N_TRAP * 1e20
for node in (10, 30, 40):
    shift = gate_potential(node, sheet) - gate_potential(node, 0.0)
    assert abs(-shift - U_MAX * node / 40) < 1e-7

# Occupancy law against numerical integration of the rate equation
rates = np.array([0.05, 0.7, 4.0])
for emission in (0.0, 0.2):
    solution = solve_ivp(lambda t, p: rates * (1 - p) - emission * p,
                         (0, 3), np.zeros(3), rtol=1e-10, atol=1e-12)
    assert np.allclose(solution.y[:, -1], occupancy(3, rates, emission),
                       rtol=1e-7)

# Closed form, error bounds of the line, and the exact slope
for t in (1e-6, 1e-5, 1e-3, 1.0, 1e3, 1e5, 1e7):
    x, y = t / TAU_MIN, t / TAU_MAX
    fraction = charged_fraction(t)
    assert abs(fraction - KT / W * (ein(x) - ein(y))) < 1e-10
    deviation = (fraction - line(t)) * W / KT
    assert -y - 1e-10 < deviation < np.exp(-x) / x + 1e-10
    assert abs(log_slope(t) * W / KT - (np.exp(-y) - np.exp(-x))) < 1e-5

# Early linear growth, late saturation, and end points of the line
t_early = 1e-3 * TAU_MIN
early = KT / W * (t_early / TAU_MIN - t_early / TAU_MAX)
assert abs(charged_fraction(t_early) / early - 1) < 1e-3
assert abs(charged_fraction(100 * TAU_MAX) - 1) < 1e-10
t_zero, t_full = TAU_MIN * np.exp(-GAMMA), TAU_MAX * np.exp(-GAMMA)
assert abs(line(t_zero)) < 1e-12 and abs(line(t_full) - 1) < 1e-12

# Window in which the slope is at least 99 percent of its ideal value
t_low, t_high = TAU_MIN * np.log(100), -TAU_MAX * np.log(0.99)
for t in (t_low, t_high):
    assert abs(log_slope(t) * W / KT - 0.99) < 1e-5
for t in np.geomspace(1.01 * t_low, 0.99 * t_high, 40):
    assert log_slope(t) * W / KT > 0.99
assert log_slope(0.9 * t_low) * W / KT < 0.99
assert log_slope(1.1 * t_high) * W / KT < 0.99

# Mean and width of the filling front, from differences of the occupancy
z = np.linspace(-10, 40, 20001)      # (E - kT*ln(t/TAU0))/kT
front = -np.diff(-np.expm1(-np.exp(-z)))
middle = 0.5 * (z[1:] + z[:-1])
front_mean = np.sum(front * middle)
front_width = np.sqrt(np.sum(front * (middle - front_mean)**2))
assert abs(front_mean - GAMMA) < 1e-5
assert abs(front_width - np.pi / np.sqrt(6)) < 1e-5

# A rising density gives a slope that follows the density at the front
rising_slopes = []
for t in (1e-2, 1.0):
    front_energy = KT * (np.log(t / TAU0) + GAMMA)
    slope = log_slope(t, density=rising)
    assert abs(slope / (KT * rising(front_energy)) - 1) < 1e-3
    rising_slopes.append(slope)
assert rising_slopes[1] > 1.2 * rising_slopes[0]

# Slope proportional to temperature inside the window
cold_slope = log_slope(1.0, temp=TEMP_COLD)
assert abs(cold_slope / log_slope(1.0) - TEMP_COLD / TEMP) < 1e-4

# Common emission rate: damped slope and early plateau
r = 1 / TAU_EMIT
for t in (1.0, 100.0, 300.0):
    ratio = log_slope(t, emission=r) / log_slope(t)
    assert abs(ratio - np.exp(-r * t)) < 1e-5
plateau = charged_fraction(1e4, emission=r)
plateau_formula = KT / W * np.log((1 / TAU_MIN + r) / (1 / TAU_MAX + r))
assert abs(plateau - plateau_formula) < 1e-10

# Worked example
decade = np.log(10)
slope_decade = U_MAX * log_slope(1.0) * decade
assert abs(slope_decade / (U_MAX * KT / W * decade) - 1) < 1e-4
print(f"defect density: {N_TRAP:.1e} per square angstrom")
print(f"oxide thickness: {D_OX:.1f} angstrom")
print(f"relative permittivity: {EPS_R:.1f}")
print(f"barrier range: {E_MIN:.2f} to {E_MAX:.2f} eV, width {W:.2f} eV")
print(f"prefactor tau0: {TAU0:.1e} s")
print(f"temperature: {TEMP:.0f} K, kT = {KT:.5f} eV")
print(f"Euler constant: {GAMMA:.5f}")
print(f"smallest capture time: {TAU_MIN:.3e} s")
print(f"largest capture time: {TAU_MAX:.3e} s")
print(f"decades between them: {np.log10(TAU_MAX / TAU_MIN):.2f}")
print(f"maximum shift U_max: {U_MAX:.5f} eV")
print(f"ratio kT/W: {KT / W:.5f}")
print(f"slope per decade at 1 s: {slope_decade:.6f} eV")
print(f"the same slope: {slope_decade / HARTREE:.4e} hartree")
print(f"99 percent slope window: {t_low:.3e} s to {t_high:.3e} s")
print(f"decades in that window: {np.log10(t_high / t_low):.2f}")
print(f"line reaches zero at: {t_zero:.3e} s")
print(f"line reaches U_max at: {t_full:.3e} s")
print("time (s), shift by quadrature (eV), line (eV):")
for t in (1e-6, 1e-5, 1e-3, 1.0, 1e3, 1e5, 1e7):
    print(f"  {t:.0e}  {U_MAX * charged_fraction(t):.6f}"
          f"  {U_MAX * line(t):.6f}")
front_1s = KT * (np.log(1 / TAU0) + GAMMA)
print(f"mean front energy at 1 s: {front_1s:.4f} eV")
print(f"front standard deviation: {front_width * KT:.4f} eV")
print(f"slope per decade at {TEMP_COLD:.0f} K, 1 s: "
      f"{U_MAX * cold_slope * decade:.6f} eV")
for t, slope in zip((1e-2, 1.0), rising_slopes):
    print(f"rising density, slope per decade at {t:.2f} s: "
          f"{U_MAX * slope * decade:.6f} eV")
print(f"common emission time: {TAU_EMIT:.0f} s")
damping = log_slope(TAU_EMIT, emission=r) / log_slope(TAU_EMIT)
print(f"slope ratio with/without emission at that time: {damping:.4f}")
print(f"plateau with emission: {U_MAX * plateau:.6f} eV")
print("all assertions hold")
```

It prints:

```
defect density: 1.0e-04 per square angstrom
oxide thickness: 20.0 angstrom
relative permittivity: 3.9
barrier range: 0.60 to 1.40 eV, width 0.80 eV
prefactor tau0: 1.0e-13 s
temperature: 400 K, kT = 0.03447 eV
Euler constant: 0.57722
smallest capture time: 3.628e-06 s
largest capture time: 4.357e+04 s
decades between them: 10.08
maximum shift U_max: 0.09280 eV
ratio kT/W: 0.04309
slope per decade at 1 s: 0.009206 eV
the same slope: 3.3832e-04 hartree
99 percent slope window: 1.671e-05 s to 4.379e+02 s
decades in that window: 7.42
line reaches zero at: 2.037e-06 s
line reaches U_max at: 2.446e+04 s
time (s), shift by quadrature (eV), line (eV):
  1e-06  0.001031  -0.002845
  1e-05  0.006433  0.006362
  1e-03  0.024774  0.024774
  1e+00  0.052393  0.052393
  1e+03  0.079921  0.080012
  1e+05  0.092665  0.098425
  1e+07  0.092796  0.116837
mean front energy at 1 s: 1.0517 eV
front standard deviation: 0.0442 eV
slope per decade at 300 K, 1 s: 0.006905 eV
rising density, slope per decade at 0.01 s: 0.006742 eV
rising density, slope per decade at 1.00 s: 0.010396 eV
common emission time: 100 s
slope ratio with/without emission at that time: 0.3679
plateau with emission: 0.068489 eV
all assertions hold
```
